\section*{Vanishing Hall coefficient of a p-type semiconductor with two carrier types}

\section*{The question}

A long semiconductor bar carries a current along $x$ in a magnetic field $B$ along $z$. It contains holes of density $p$ and mobility $\mu_h$, and electrons of density $n$ and mobility $\mu_e=b\mu_h$. The charge of a hole is $e>0$. No net current flows along $y$, and the Hall coefficient is
\[
R_H=\frac{E_y}{J_xB}.
\]
The carriers are non-degenerate and in equilibrium, so that $np=n_i^2$, where $n_i$ is the intrinsic density. In parts (a) to (d), each carrier type has one mobility (unit Hall factor), and recombination is fast enough to keep $n$ and $p$ uniform across the bar.

For numbers, take $T=300$ K, $n_i=2.0\times10^{13}$ cm$^{-3}$, $\mu_e=3800$ cm$^2$/Vs, $\mu_h=1900$ cm$^2$/Vs, $B=0.05$ T and $E_x=1$ V/cm. These are round values in the regime of high-purity germanium.

\section*{(a) Derive $R_H$ to lowest order in the field}

\textbf{Answer.} The steady drift velocities obey
\[
\mathbf v_h=\mu_h(\mathbf E+\mathbf v_h\times\mathbf B),\qquad
\mathbf v_e=-\mu_e(\mathbf E+\mathbf v_e\times\mathbf B).
\]
The $y$ component of $\mathbf v\times\mathbf B$ is $-v_xB$. To first order in $B$ we may insert the zero-field values $v_{hx}=\mu_hE_x$ and $v_{ex}=-\mu_eE_x$:
\begin{align*}
v_{hy}&=\mu_hE_y-\mu_h^2BE_x,\\
v_{ey}&=-\mu_e\left(E_y+\mu_eE_xB\right)=-\mu_eE_y-\mu_e^2BE_x .
\end{align*}
The magnetic terms have the same sign: electrons have the opposite charge but also the opposite velocity along $x$, so both carriers are pushed towards $-y$.

The transverse current must vanish:
\[
0=\frac{J_y}{e}=pv_{hy}-nv_{ey}
=(p\mu_h+n\mu_e)E_y-(p\mu_h^2-n\mu_e^2)BE_x .
\]
Solve for $E_y$ and divide by $J_xB=e(p\mu_h+n\mu_e)E_xB$:
\begin{equation}
R_H=\frac{p\mu_h^2-n\mu_e^2}{e(p\mu_h+n\mu_e)^2}
=\frac{p-b^2n}{e(p+bn)^2}.
\label{hall}
\end{equation}
The last step cancels $\mu_h^2$. For $n=0$ this gives $1/(ep)$, and for $p=0$ it gives $-1/(en)$, as it should for one carrier. The expansion requires $\mu B\ll1$; here $\mu_eB=0.38\times0.05=0.019$.

\section*{(b) Show that $R_H$ vanishes at $p=bn_i$, and find the doping}

\textbf{Answer.} The denominator of (\ref{hall}) is positive, so a zero requires $p=b^2n$. Multiply by $p$ and use $np=n_i^2$:
\[
p^2=b^2np=b^2n_i^2\quad\Longrightarrow\quad p=bn_i,\qquad n=\frac{n_i}{b},
\]
where the positive root is taken because $p$ is a density. The numerator, $p-b^2n_i^2/p$, rises steadily with $p$. There is therefore one zero, with $R_H<0$ below it and $R_H>0$ above it.

The material is p-type at this point if $p>n$, which means $b>1$. For $b=1$ the zero lies at the intrinsic point, and for $b<1$ it lies in n-type material. With fully ionized dopants, charge neutrality gives the net acceptor density
\[
N_A-N_D=p-n=n_i\left(b-\frac1b\right).
\]

The example has $b=2$, so $p=4.0\times10^{13}$, $n=1.0\times10^{13}$ and $N_A-N_D=3.0\times10^{13}$ cm$^{-3}$. On either side of the zero, (\ref{hall}) gives $-1.04\times10^5$ cm$^3$/C at $p=n_i$ and $+4.6\times10^4$ cm$^3$/C at $p=2bn_i$. Between $p=n_i$ and $p=bn_i$ the sample is p-type and yet has a negative Hall coefficient, because a fast carrier counts with the square of its mobility.

\section*{(c) What moves sideways when the Hall field is zero?}

\textbf{Answer.} With $E_y=0$, the two particle fluxes are $-p\mu_h^2BE_x$ and $-n\mu_e^2BE_x$. They are equal because $p=b^2n$. Their charge currents cancel, but electron--hole pairs drift towards $-y$ at the rate
\[
p\mu_h^2BE_x=7.2\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}} .
\]
In the steady state these pairs must recombine near one side and be generated near the other. The assumption of uniform densities is thus a real physical condition, examined in part (e).

\section*{(d) Find how a finite magnetic field moves the zero}

\textbf{Answer.} Write $v=v_x+iv_y$ and $E=E_x+iE_y$. The vector $\mathbf v\times\mathbf B=(v_yB,-v_xB)$ becomes $-iBv$, so the drift equations give
\[
v_h=\frac{\mu_hE}{1+i\mu_hB},\qquad v_e=-\frac{\mu_eE}{1-i\mu_eB}.
\]
Let $\beta=\mu_eB$, so that $\mu_hB=\beta/b$. The current $J=e(pv_h-nv_e)$ is real, since $J_y=0$. Placing both terms over a common denominator and solving for $E$ gives
\[
\frac{E}{J}=\frac{(1+i\beta/b)(1-i\beta)}
{e\mu_h\left[(p+bn)-i\beta(p-n)\right]} .
\]
The numerator is $1+\beta^2/b+i\beta(1/b-1)$. Multiply above and below by the conjugate of the bracket. The imaginary part of the new numerator is
\[
\beta\left[\left(1+\frac{\beta^2}{b}\right)(p-n)+\left(\frac1b-1\right)(p+bn)\right]
=\frac{\beta}{b}\left[p-b^2n+\beta^2(p-n)\right].
\]
Since $\beta/(b\mu_hB)=1$,
\[
R_H=\frac{p-b^2n+\beta^2(p-n)}{e\left[(p+bn)^2+\beta^2(p-n)^2\right]} .
\]
The zero now requires $p(1+\beta^2)=n(b^2+\beta^2)$. Multiplication by $p/n_i^2$ gives
\[
\frac{p}{n_i}=\sqrt{\frac{b^2+\beta^2}{1+\beta^2}} .
\]
This tends to $b$ as $\beta\to0$ and to 1 as $\beta\to\infty$. In the strong-field limit of this classical model, the transverse drift no longer depends on mobility, and only $p-n$ counts. In the example the zero lies at $p/n_i=1.9997$ for 0.05 T and at 1.90 for 1 T.

\section*{(e) Find the effect of slow recombination}

\emph{Let the excess pair density $\delta(y)$ have lifetime $\tau$, and let the sides $y=\pm w/2$ have surface recombination velocity $s$. Treat $\delta$ to first order, with local neutrality, and find the mean electrostatic Hall field.}

\textbf{Answer.} Let $V=k_BT/e$. The Einstein relation gives diffusion coefficients $\mu_hV$ and $\mu_eV$. The particle fluxes are
\begin{align*}
F_h&=p\mu_hE_y-p\mu_h^2BE_x-\mu_hV\delta',\\
F_e&=-n\mu_eE_y-n\mu_e^2BE_x-\mu_eV\delta' .
\end{align*}

First suppose that no pairs can recombine. Then $F_h=F_e=0$. Divide the equations by $\mu_h$ and $\mu_e$ and subtract, which removes $\delta'$:
\[
(p+n)E_y=(p\mu_h-n\mu_e)BE_x,\qquad
R_{\rm blocked}=\frac{p-bn}{e(p+n)(p+bn)} .
\]
This vanishes at $p=bn$, that is, at $p=\sqrt b\,n_i$ and not at $bn_i$.

In general $J_y=0$ requires $F_h=F_e=F$. With $S=p\mu_h+n\mu_e$, this gives
\[
SE_y=(p\mu_h^2-n\mu_e^2)BE_x+V(\mu_h-\mu_e)\delta' .
\]
Inserting $E_y$ in $F_h$ and collecting terms over $S$, we find $F=-F_0-D\delta'$, with
\[
F_0=\frac{pn\mu_h\mu_e(\mu_h+\mu_e)BE_x}{S},\qquad
D=\frac{V\mu_h\mu_e(p+n)}{S}.
\]
Pair balance, $F'=-\delta/\tau$, becomes $\delta''=\delta/L^2$ with $L^2=D\tau$. By symmetry $\delta=-A\sinh(y/L)$. Let $a=w/2L$. The condition $F=s\delta$ at $y=w/2$ reads
\[
-F_0+\frac{DA}{L}\cosh a=-sA\sinh a,\qquad
A=\frac{F_0}{(D/L)\cosh a+s\sinh a}.
\]
The field $E_y$ is linear in $\delta'$. It has its uniform-density value at $\delta'=0$ and its blocked value at $\delta'=-F_0/D$. The mean field therefore interpolates between the two, with weight
\[
\phi=-\frac{D\langle\delta'\rangle}{F_0}=\frac{2DA\sinh a}{wF_0}
=\frac{2L}{w}\,\frac{\tanh a}{1+(sL/D)\tanh a}.
\]
Since $\delta$ is odd in $y$, the mean of $J_x$ is unchanged to first order, and
\[
R=(1-\phi)R_H+\phi R_{\rm blocked}.
\]
Fast surfaces ($s\to\infty$) or a wide bar ($w\gg L$) give $\phi\to0$ and restore part (b).

Take $w=2$ mm and $\tau=100\ \mu$s. At $p=bn_i$, $D=81.9$ cm$^2$/s, $L=0.905$ mm and $R_{\rm blocked}=4.16\times10^4$ cm$^3$/C. For $s=10^4$ cm/s, a rough value for ground sides, $\phi=0.074$ and
\[
R=0.0736\times4.16\times10^4=3.1\times10^3\ \mathrm{cm^3/C}.
\]
For $s=100$ cm/s, roughly that of etched sides, $\phi=0.67$ and $R=2.8\times10^4$ cm$^3$/C. Solving $R=0$ numerically, with $D$ recomputed at each $p$, puts the zeros at $p/n_i=1.96$ and $1.61$. The largest $|\delta|$ for etched sides is $0.06\,n$, so the first-order treatment is fair.

These values describe the internal electrostatic field. A measured Hall voltage also depends on the contacts. The diffusion term in $E_y$ is proportional to $\delta'$, so its integral depends only on $\delta$ at the two ends of the path. Between small ohmic contacts that hold $\delta=0$ and carry no net current, it cancels in the limit of small $E_x$, and the voltage gives the $R_H$ of part (a) even when the sides are slow. A metal contact of length $l$ also shorts part of the Hall field and lowers this reading by a fraction of about $2l/\pi w$ (2\% for 0.05 mm, 11\% for 0.35 mm), which does not move the zero. In the example $E_xL=0.09$ V is larger than $V=0.026$ V, so drift of the excess pairs along the bar leaves a remainder. For etched sides and facing contacts 0.05 to 0.35 mm long, a two-dimensional solution of the linearized equations gives roughly $-1.0\times10^4$ to $-1.6\times10^4$ cm$^3$/C at $p=bn_i$, opposite in sign to the value from the internal field. The remainder falls as $E_x^2$ at small $E_x$, so the measurement should be repeated at a lower current.

\section*{(f) How well does the ideal zero describe germanium?}

\emph{Assume uniform densities again. Electrons occupy four ellipsoidal valleys along the $\langle111\rangle$ axes, with rough masses $1.6$ and $0.08$ (in electron masses) along and across the axis. Holes occupy two spherical bands with rough masses $0.33$ and $0.043$. Within each carrier type the scattering time is common.}

\textbf{Answer.} The magnetic part of the mean transverse velocity becomes $-r\mu^2BE_x$, where $\mu$ is the mean mobility and $r$ is the Hall factor. The steps of (a) and (b) then give
\[
R_H=\frac{r_hp-r_eb^2n}{e(p+bn)^2},\qquad p=bn_i\sqrt{\frac{r_e}{r_h}}\ \text{ at the zero}.
\]
A factor common to $r_e$ and $r_h$, such as one from the same energy dependence of scattering, cancels in the position of the zero.

For a valley with mobility matrix $M$, the first-order magnetic velocity is $M[(M\mathbf E)\times\mathbf B]=(\det M)\,\mathbf E\times(M^{-1}\mathbf B)$. Averaging over the four valleys replaces $M^{-1}$ by one third of its trace. With mobilities $\mu_l$ along the axis and $\mu_t=K\mu_l$ across it, where $K=1.6/0.08=20$,
\[
r_e=\frac{(\mu_t^2+2\mu_t\mu_l)/3}{[(2\mu_t+\mu_l)/3]^2}
=\frac{3K(K+2)}{(2K+1)^2}=0.785 .
\]
For holes, the band populations scale as $m^{3/2}$ and the mobilities as $1/m$. A fraction $f=0.0449$ is light, with $\kappa=7.67$ times the heavy-hole mobility:
\[
r_h=\frac{\langle\mu^2\rangle}{\langle\mu\rangle^2}
=\frac{1-f+f\kappa^2}{(1-f+f\kappa)^2}=2.13 .
\]
The zero moves to $p/n_i=2\sqrt{0.785/2.13}=1.21$. At $p=bn_i$ the coefficient is $9.3\times10^4$ cm$^3$/C, which is 60\% of the holes-only value $1/(ep)=1.56\times10^5$ cm$^3$/C.

The chosen mobilities and $n_i$ are typical of pure germanium at room temperature, but the net doping is low, and real samples need not meet the condition at 300 K. Within this simplified band model, unit Hall factors are the assumption that fails most seriously: a few light holes carry much of the Hall response. The value 1.21 is itself only a rough estimate for germanium. Warping of the hole bands, omitted here, moves it to about 1.4 if the bands are kept parabolic (Luttinger parameters near 13.4, 4.2 and 5.7). At 300 K the split-off band, 0.29 eV away, makes them non-parabolic, and with the same constant scattering time the zero moves further, to roughly 1.65. Unequal scattering times matter as much: with spherical bands, a light-hole time half or twice the heavy-hole time multiplies $\kappa$ by the same factor and puts the zero at 1.57 or 0.86. In the example of part (e), slow side surfaces also move the zero of the internal field, to $p/n_i=1.61$ for etched sides, though their effect on a measured voltage depends on the contacts.

Temperature also matters. Hold the net doping and $b$ fixed, and let $n_i\propto T^{3/2}\exp(-E_g/2k_BT)$ with $E_g=0.785$ eV as a model parameter; the gap of germanium, extrapolated linearly from room temperature to zero temperature, is roughly 0.8 eV. Neutrality gives $p=N/2+\sqrt{N^2/4+n_i^2}$ with $N=N_A-N_D$. Equation (\ref{hall}) then yields $+4.9\times10^3$ cm$^3$/C at 299 K and $-4.4\times10^3$ cm$^3$/C at 301 K, about 3\% of the holes-only value per kelvin. By comparison, the field of 0.05 T leaves 19 cm$^3$/C at $p=bn_i$. With uniform densities and a weak magnetic field, a sign change marks $p=bn_i$ at the temperature where it occurs, provided that the Hall factors are equal. That temperature must be known accurately to turn the condition into a carrier density, because $n_i$ varies so quickly.
